# The gap of a Pandey chain: site alternation versus bond alternation

## Question

I am modelling the cleaved silicon (111) 2×1 surface as independent Pandey chains. Each chain is a zigzag row of surface atoms with one dangling orbital and one electron per atom. I allow two site energies, because the chain may be buckled, and two hoppings, because its bonds may alternate in length.

With only the site energies alternating, I can choose parameters that give a gap of 0.70 eV. With only the hoppings alternating, I can get 0.70 eV as well. What is the gap when both alternate? Can a measured gap tell me which distortion is present, and would the full band dispersion settle it? If not, what would?

## Answer

**The model and its bands**

Let the repeat length be $a$, with atoms A and B in each cell. Their site energies are $+D$ and $-D$, measured from their mean. The matrix element between A and B in the same cell is $-t_1$, and that between B and the A of the next cell is $-t_2$, with $t_1,t_2>0$. I assume orthonormal orbitals, nearest-neighbour hopping and electrons moving independently in a mean field. The algebra is in atomic units, so energies are in hartree; the numbers below are in eV.

For $N$ cells in a ring, use the Bloch states

$$|k,A\rangle=\frac1{\sqrt N}\sum_n e^{ikna}|n,A\rangle,\qquad |k,B\rangle=\frac1{\sqrt N}\sum_n e^{ikna}|n,B\rangle .$$

Atom A of cell $n$ is joined to B of cell $n$ by $-t_1$ and to B of cell $n-1$ by $-t_2$. The second neighbour carries the relative phase $e^{-ika}$, so

$$H(k)=\begin{pmatrix}D&-f\\-f^*&-D\end{pmatrix},\qquad f=t_1+t_2e^{-ika}.$$

Square this matrix. The upper off-diagonal element is $D(-f)+(-f)(-D)=0$, and the lower one vanishes in the same way. Both diagonal elements are $D^2+|f|^2$. Hence $H^2=E^2\,\mathbb 1$, with

$$E^2=D^2+|f|^2=D^2+t_1^2+t_2^2+2t_1t_2\cos ka .$$

Each eigenvalue is therefore $+E$ or $-E$. Since the trace of $H$ is zero, there is one of each.

**Filling and gap**

The ring has $2N$ electrons. The lower band has $N$ values of $k$ and two spins, so it holds just these $2N$ electrons. The gap runs from the highest value of $-E$ to the lowest value of $+E$. Because $t_1t_2>0$, both occur where $\cos ka=-1$, at $k=\pi/a$:

$$\boxed{G=2\sqrt{D^2+(t_1-t_2)^2}}$$

The two alternations add in quadrature. The gap closes when $D=0$ and $t_1=t_2$ together; either alternation alone opens it.

Quadrature also makes the gap a poor detector of a small second distortion. Take $D=0.35$ eV and $t_1=t_2$, so that $G=0.70$ eV. Adding a hopping difference of 0.10 eV at fixed $D$ gives $2\sqrt{0.1225+0.0100}=0.73$ eV, a rise of about 4%.

**What the two parameters mean**

Suppose a mirror plane perpendicular to the chain passes through an atom. It exchanges the two bonds of that atom, so $t_1=t_2$, while $D$ may take any value. This is the pure site-alternating chain. Suppose instead that a symmetry operation exchanges the two atoms of one bond and leaves that bond in place, as inversion through its centre does. Then $D=0$, while the two kinds of bond may differ. This is the pure bond-alternating chain.

Buckling can produce $D$, but $D$ is not a measure of height alone. On the real surface A and B also have different subsurface surroundings, so their energies may differ even at equal height. Evidence for nonzero $D$ is evidence for inequivalent sites; buckling needs structural evidence too.

**Why the full dispersion does not settle it**

A given $G$ fixes a circle of radius $G/2$ in the plane with coordinates $D$ and $t_1-t_2$. To see what the dispersion adds, use

$$t_1^2+t_2^2=(t_1-t_2)^2+2t_1t_2,\qquad 1+\cos ka=2\cos^2\frac{ka}{2}.$$

With $P=t_1t_2$, the band energy becomes

$$E^2=D^2+(t_1-t_2)^2+2P(1+\cos ka)=\frac{G^2}{4}+4P\cos^2\frac{ka}{2}.$$

Three parameters have entered through two combinations, $G$ and $P$. The dispersion determines both, but it does not split $G$ into its two parts. All chains with the same energies are given by an angle $x$:

$$D=\frac G2\cos x,\qquad t_1-t_2=\frac G2\sin x,$$

$$t_1+t_2=\sqrt{(t_1-t_2)^2+4P}.$$

The last line follows from $(t_1+t_2)^2=(t_1-t_2)^2+4t_1t_2$. For $P>0$ the sum exceeds the magnitude of the difference, so both hoppings are positive, as assumed. Changing $x$ at fixed $G$ and $P$ turns site alternation into bond alternation without moving any level of the ring. Chain ends are an exception: an open bond-alternating chain whose end atoms are held by the weaker bond has two extra levels at midgap, which the site-alternating chain lacks. The density of states and the thermal occupations within this model stay the same as well.

Second-neighbour hopping can add a clue, but it still does not fix $D$ and $t_1-t_2$ separately. Suppose hopping $-u_A$ between successive A atoms and $-u_B$ between successive B atoms is added, and let $\delta=u_A-u_B$. The mean of the two bands becomes $-(u_A+u_B)\cos ka$, which contains none of $D$, $t_1$ and $t_2$. The half-difference of the diagonal elements becomes $D-\delta\cos ka$, so the square of half the band splitting is

$$(D-\delta\cos ka)^2+|f|^2=(D^2+t_1^2+t_2^2)+2(P-D\delta)\cos ka+\delta^2\cos^2ka .$$

Chains with equal $G$ and $P$ then no longer share a spectrum in general. But even if $\delta$ is known, the dispersion gives only the two combinations $D^2+t_1^2+t_2^2$ and $P-D\delta$ for the three unknowns $D$, $t_1$ and $t_2$.

A nonzero $\delta$ would show that A and B are inequivalent, because the symmetry that makes $D=0$ in a pure bond-alternating chain also makes $u_A=u_B$. It would rule out that chain without giving the value of $D$. The clue can be faint when $\delta$ is small: with $D=0.35$, $t_1=t_2=0.50$, $u_A=0.08$ and $u_B=0.02$ eV, a pure bond-alternating chain can still match both bands to about 1 meV.

**What does change: the band-edge states**

Write a lower-band state as $(\alpha,\beta)$ on A and B. The first row of $H$ gives

$$(D+E)\alpha=f\beta .$$

For $E+D\ne0$, normalisation and $|f|^2=E^2-D^2=(E-D)(E+D)$ give

$$|\beta|^2=\frac{(E+D)^2}{(E+D)^2+|f|^2}=\frac{E+D}{2E},\qquad |\alpha|^2=\frac{E-D}{2E}.$$

The excluded case, $D=-E$, has $f=0$; the filled state is then on A, as the same formulas say. The upper state is orthogonal to the lower one, so its weights are exchanged. At the band edge $E=G/2$, and therefore

$$w_B^{\rm filled}=w_A^{\rm empty}=\frac12\left(1+\frac{2D}{G}\right).$$

For pure site alternation with $D>0$, the highest filled state is on B and the lowest empty state is on A. For pure bond alternation each has equal weight on both atoms.

In that second case the contrast lies in the bonds. Take $t_1>t_2$. At $k=\pi/a$, $f=t_1-t_2=E$, so $\alpha=\beta$ and the filled state is bonding across the $t_1$ bond. The next A has amplitude $\alpha e^{i\pi}=-\alpha$, so the same state is antibonding across the $t_2$ bond. The empty state has the opposite pattern.

**What does change: charges and bond orders**

Summing over the filled band and both spins, with $\langle\cdots\rangle$ denoting an average over $k$,

$$n_B=1+\left\langle\frac DE\right\rangle,\qquad n_A=1-\left\langle\frac DE\right\rangle,$$

$$n_B-n_A=2D\left\langle\frac1E\right\rangle .$$

Let $E_{\max}^2=G^2/4+4P$ and $\varphi=ka/2$. Replacing $\cos^2\varphi$ by $1-\sin^2\varphi$ gives

$$E=E_{\max}\sqrt{1-m\sin^2\varphi},\qquad m=\frac{4P}{E_{\max}^2}=1-\left(\frac{G}{2E_{\max}}\right)^2 .$$

By symmetry the average over $k$ can be taken from $0$ to $\pi/a$, which is $\varphi$ from $0$ to $\pi/2$:

$$\left\langle\frac1E\right\rangle=\frac{2}{\pi E_{\max}}\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-m\sin^2\varphi}}=\frac{2K(m)}{\pi E_{\max}} .$$

Here $K(m)$ is the complete elliptic integral of the first kind with parameter $m$. Thus

$$n_B-n_A=\frac{4D}{\pi E_{\max}}K(m).$$

At fixed $G$ and $P$ the charge difference is proportional to $D$.

For the bonds, multiply $\alpha=f\beta/(E+D)$ by $\beta^*$ and insert $|\beta|^2$. This gives $\alpha\beta^*=f/(2E)$. The bond order is the sum over filled states of the real part of the product of neighbouring amplitudes. With two spins,

$$p_1=\left\langle\frac{{\rm Re}\,f}{E}\right\rangle=\left\langle\frac{t_1+t_2\cos ka}{E}\right\rangle .$$

Across the other bond the A amplitude gains $e^{ika}$, so

$$p_2=\left\langle\frac{{\rm Re}(fe^{ika})}{E}\right\rangle=\left\langle\frac{t_2+t_1\cos ka}{E}\right\rangle .$$

**Three chains with one spectrum**

Take $G=0.70$ eV (0.0257 hartree) and $P=0.25$ eV² for all three chains. The second has $\cos x=0.8$ and $\sin x=0.6$. Its parameters are $D=0.35\times0.8=0.28$ eV and $t_1-t_2=0.35\times0.6=0.21$ eV. The hopping sum is $\sqrt{0.21^2+4\times0.25}=1.0218$ eV, so $t_1=0.6159$ eV and $t_2=0.4059$ eV.

| | Site only | Mixed | Bond only |
|---|---:|---:|---:|
| $D$ (eV) | 0.350 | 0.280 | 0 |
| $t_1$ (eV) | 0.500 | 0.616 | 0.705 |
| $t_2$ (eV) | 0.500 | 0.406 | 0.355 |
| $n_B-n_A$ | 1.067 | 0.854 | 0 |
| $w_B^{\rm filled}$ | 1.0 | 0.9 | 0.5 |
| $p_1$ | 0.563 | 0.778 | 0.933 |
| $p_2$ | 0.563 | 0.374 | 0.261 |

Direct diagonalisation of rings of 80 cells gives a gap of 0.70 eV for each chain, and the three complete spectra agree to rounding error. Each band is $1.06-0.35=0.71$ eV wide.

The total energy shows how different charges and bonds fit one spectrum. Per cell it is

$$\varepsilon=-D(n_B-n_A)-2t_1p_1-2t_2p_2 .$$

For site alternation this is $-0.350(1.067)-4(0.500)(0.5634)=-1.50$ eV. For bond alternation it is $-2(0.7047)(0.9333)-2(0.3547)(0.2605)=-1.50$ eV. The first chain gains energy partly by moving charge to B, and the second gains it all from its bonds. This electronic energy omits the elastic cost of the distortions, so its equality does not make the two structures equally stable.

**What to measure**

Compare images of filled and empty states near the gap. In this model, site alternation moves the weight from B to A when you pass from filled to empty states, while pure bond alternation leaves the atoms equal and changes the bond pattern. A real image also depends on atomic height, so one polarity is not enough. Site-resolved charges test $D$ too, and a structural determination tests the bond lengths.

Structure is informative here. If hopping varies as the inverse square of bond length, which is an assumption, the pure bond-alternating chain needs a length ratio of $\sqrt{0.7047/0.3547}=1.41$. For a mean bond of roughly 2.3 Å, that means about 1.9 and 2.7 Å. This is a severe distortion, and the scaling law itself is doubtful over such a range. The argument against this chain comes from the bond lengths; its gap is as acceptable as the others.

**How far the model is from the silicon surface**

The parameters are round values in the rough regime of the real surface. The Coulomb estimates below take a repeat of 3.84 Å as an input. The accepted structure has strongly buckled chains with nearly equal bond lengths, so it lies near the site-alternating end. The real optical gap is roughly 0.5 eV, smaller than the single-particle gap, so you must first ask which gap was measured. An electron-hole estimate with the atoms evenly spaced on a straight line and a screened, softened Coulomb attraction (screening constant 6.5, softening length 2.0 Å) gives binding energies of 0.48, 0.50 and 0.52 eV for the three chains in the order of the table. The lowest pair energies would then be about 0.22, 0.20 and 0.18 eV, well below the real value. The estimate omits electron-hole exchange and uses rough screening, so it shows that the attraction is large, not what the optical gap should be. Without exchange these are triplet levels, which light does not excite. Adding singlet exchange with the same Coulomb law gives bindings of about 0.483, 0.475 and 0.462 eV, so the order of the three chains is reversed. The remaining values in this paragraph are again without exchange. The values also depend strongly on the softening length. At 2.0 Å the three chains differ by up to 0.04 eV; at 4.0 Å all three bindings are about 0.30 eV; at 1.0 Å they run from about 0.6 to 1.0 eV, and two of them exceed the gap, so the estimate breaks down. Geometry matters too: on a zigzag with equal bonds of 2.3 Å, the three bindings at 2.0 Å softening fall to about 0.44, 0.46 and 0.50 eV. One optical threshold therefore cannot identify the distortion.

Three other effects can be sized for the same parameters:

- **Coupling between chains.** Let like atoms on neighbouring chains have the matrix element $-s$, and let $q$ be the phase advance from chain to chain. Both bands gain $-2s\cos q$. The direct gap at fixed $k$ and $q$ is unchanged, but the lowest empty level falls by $2s$ and the highest filled level rises by $2s$. The shift does not depend on $k$, so the band edges stay at $k=\pi/a$ and the indirect gap is $G-4s$. With $s=0.03$ eV it is 0.58 eV, 17% below $G$.

- **Electrostatic feedback.** Place the atoms of the site-alternating chain on the same straight line. The extra electrons on a B atom then raise the energy of an electron there by about 0.59 eV. The charges on all the other atoms, chiefly the depleted A neighbours, lower it by about 0.53 eV, so two large terms nearly cancel. With the same Coulomb law, the classical (Hartree) potential of the charges in the site-alternating chain changes $D$ by about $-0.06$ eV. This includes the repulsion of each electron with itself. Removing that part on each site halves the on-site term and adds $\frac12(1.108)(0.534)=0.30$ eV, which makes the change about $+0.23$ eV. On a zigzag with bonds of 2.3 Å, the two results become about $-0.15$ and $+0.14$ eV. The estimate therefore does not fix even the sign of the feedback. If your $D$ is already self-consistent, it contains this effect and needs no further correction.

- **Temperature.** At 300 K, with the chemical potential at midgap, the isolated chain has about $2\times10^{-7}$ thermally excited electrons per cell. Thermal filling is negligible for this $G$. The effect of lattice vibrations on the gap is not included or sized.

The numerical output below lists the main results for the three chains. For your fit with nearest-neighbour hopping, report $D^2+(t_1-t_2)^2=G^2/4$, taking $G$ from the direct single-particle gap at $k=\pi/a$, and $t_1t_2$ if you also know the dispersion. If the second-neighbour difference $\delta$ matters, that gap gives $(D+\delta)^2+(t_1-t_2)^2$ instead, and the dispersion gives $P-D\delta$ in place of $t_1t_2$. Within these models with orthonormal orbitals, assigning separate values to $D$ and $t_1-t_2$ requires information beyond the band energies, such as the site- or bond-sensitive measurements above.

## Calculated quantities

```
input gap G = 0.70 eV = 0.02572 hartree
input product t1*t2 = 0.25 eV^2
input chain repeat = 3.84 angstrom
largest band energy Emax = 1.0595 eV
width of each band = 0.7095 eV
[site] D = 0.3500, t1 = 0.5000, t2 = 0.5000 eV
[site] gap from ring = 0.700000 eV
[site] electrons: nA = 0.4664, nB = 1.5336
[site] filled-edge weight on B = 1.0000
[site] bond orders p1 = 0.5634, p2 = 0.5634
[site] bond-length ratio, t ~ 1/d^2: 1.000
[site] electron-hole binding = 0.483 eV
[site] charge feedback on D = -0.0626 eV
[mixed] D = 0.2800, t1 = 0.6159, t2 = 0.4059 eV
[mixed] gap from ring = 0.700000 eV
[mixed] electrons: nA = 0.5732, nB = 1.4268
[mixed] filled-edge weight on B = 0.9000
[mixed] bond orders p1 = 0.7775, p2 = 0.3739
[mixed] bond-length ratio, t ~ 1/d^2: 1.232
[mixed] electron-hole binding = 0.496 eV
[mixed] charge feedback on D = -0.0501 eV
[bond] D = 0.0000, t1 = 0.7047, t2 = 0.3547 eV
[bond] gap from ring = 0.700000 eV
[bond] electrons: nA = 1.0000, nB = 1.0000
[bond] filled-edge weight on B = 0.5000
[bond] bond orders p1 = 0.9333, p2 = 0.2605
[bond] bond-length ratio, t ~ 1/d^2: 1.409
[bond] electron-hole binding = 0.520 eV
[bond] charge feedback on D = -0.0000 eV
largest spectral difference of the chains = 6.7e-16 eV
input hopping between chains = 0.03 eV
indirect gap with that hopping = 0.5800 eV
input screening constant = 6.5 (no unit)
input softening length = 2.0 angstrom
attraction on one site = 1.108 eV
input temperature = 300 K, kT = 0.02585 eV
thermal electrons per cell = 2.07e-07
```
